\section*{Polarization energy of a charge centred in a silicon nanosphere}

\section*{The problem}

A calculation for a charged defect in silicon can be made on a finite piece of the crystal. Far from the defect, the finite piece ends and vacuum begins, whereas in the infinite crystal there is more silicon to polarize. This problem asks how much the missing silicon changes the energy.

The model is a neutral silicon sphere of radius $R$ and relative permittivity $\varepsilon$, surrounded by vacuum. A charge $q$ is added at its centre. The reference system is the same charge in infinite silicon, understood as the limit of an ever larger sphere. The silicon responds linearly, locally and isotropically, its surface is sharp, and it contains no free carriers. The immediate surroundings of the charge are the same in both systems. Energies are compared at the same temperature. Before the charge is added, the electrostatic potential inside the silicon is taken as zero in both systems; part (g) returns to this last convention. The quantity sought is
\begin{equation}
W=E_{\rm sphere}-E_{\rm bulk},
\end{equation}
so a positive $W$ means that the charge costs more energy in the finite sphere.

\section*{(a) The fields}

\textit{Find the displacement and the electric field in both systems.}

\textbf{Solution.} The displacement $\mathbf D$ has the added charge as its source; the charge induced in the silicon is contained in the permittivity. Both systems are spherically symmetric, so $\mathbf D$ is radial and depends on the distance $r$ alone. Gauss's law for a sphere of radius $r$ gives
\begin{equation}
4\pi r^2D(r)=q,\qquad D(r)=\frac{q}{4\pi r^2}.
\label{eq:D}
\end{equation}
This holds inside the silicon, outside it, and in the infinite crystal. The electric field follows from $D=\varepsilon_0\varepsilon(r)E$:
\begin{equation}
E(r)=\frac{q}{4\pi\varepsilon_0\,\varepsilon(r)\,r^2}.
\label{eq:E}
\end{equation}
In the infinite crystal $\varepsilon(r)=\varepsilon$ everywhere. In the finite system $\varepsilon(r)=\varepsilon$ for $r<R$ and $\varepsilon(r)=1$ for $r>R$. The two electric fields therefore agree inside radius $R$. Outside, the field in vacuum is stronger than the field in silicon by the factor $\varepsilon$.

\section*{(b) The work of charging}

\textit{Find the energy needed to build up the charge in a medium with a radial permittivity $\varepsilon(r)$.}

\textbf{Solution.} The energy of a point charge diverges, so the charge is first placed on a thin shell of small radius $a<R$. Suppose that a fraction $\lambda q$ is already there, with $0\le\lambda\le1$. With the potential zero at infinity, the potential of the shell is
\begin{equation}
\phi_\lambda(a)=\int_a^\infty E_\lambda\,dr
=\frac{\lambda q}{4\pi\varepsilon_0}\int_a^\infty\frac{dr}{\varepsilon(r)r^2}.
\end{equation}
Bringing up the next portion $q\,d\lambda$ costs the work $\phi_\lambda(a)\,q\,d\lambda$. Since $\int_0^1\lambda\,d\lambda=1/2$, the total work is
\begin{equation}
U=\int_0^1\phi_\lambda(a)\,q\,d\lambda
=\frac{q^2}{8\pi\varepsilon_0}\int_a^\infty\frac{dr}{\varepsilon(r)r^2}.
\label{eq:U}
\end{equation}
The same expression is the integral of the energy density $D^2/(2\varepsilon_0\varepsilon)$ over the volume outside the shell, because
\begin{equation}
\frac{D^2}{2\varepsilon_0\varepsilon(r)}\,4\pi r^2
=\frac{1}{2\varepsilon_0\varepsilon(r)}\,\frac{q^2}{16\pi^2r^4}\,4\pi r^2
=\frac{q^2}{8\pi\varepsilon_0\,\varepsilon(r)\,r^2}.
\end{equation}
One may thus say where the energy resides. It includes the work of polarizing the medium. As the charging is done reversibly at fixed temperature, $U$ is a free energy.

\section*{(c) The energy difference}

\textit{Derive $W$, remove the auxiliary radius $a$, and examine the limits.}

\textbf{Solution.} For the sphere, the integral in (\ref{eq:U}) is split at $R$:
\begin{align}
U_{\rm sphere}
&=\frac{q^2}{8\pi\varepsilon_0}\left[\frac1\varepsilon\int_a^R\frac{dr}{r^2}+\int_R^\infty\frac{dr}{r^2}\right]\nonumber\\
&=\frac{q^2}{8\pi\varepsilon_0}\left[\frac1\varepsilon\left(\frac1a-\frac1R\right)+\frac1R\right].
\end{align}
For the infinite crystal,
\begin{equation}
U_{\rm bulk}=\frac{q^2}{8\pi\varepsilon_0}\,\frac{1}{\varepsilon a}.
\end{equation}
The terms in $1/a$ cancel on subtraction, and the limit $a\to0$ can be taken:
\begin{equation}
\boxed{W=\frac{q^2}{8\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right).}
\label{eq:W}
\end{equation}

The cancellation does not depend on the shell. Any spherical charge distribution contained within $R$ gives the same fields inside $R$ in both systems, and hence the same interior energy. The same is true if the permittivity near the ion differs from $\varepsilon$, provided that it is the same function of $r$ in both systems. What survives is the region beyond $R$, where vacuum has replaced silicon.

For $\varepsilon>1$ the result is positive: silicon outside $R$ would have lowered the energy by polarizing, and in the finite system it is missing. Filling the outer space with silicon releases the energy $W$. This is Born's solvation energy for an ion of radius $R$, with the sign reversed.

For $\varepsilon\to1$ there is nothing to polarize and $W\to0$. For $\varepsilon\to\infty$ the sphere behaves as a conductor, and $W\to q^2/(8\pi\varepsilon_0R)$, the energy of a charged conducting sphere. For $R\to\infty$, $W$ vanishes as $1/R$, which confirms that the infinite crystal is the limit of large spheres. The decay is slow: doubling the radius, and so using eight times as many atoms, only halves the error.

\section*{(d) The same result from the surface charge}

\textit{Obtain $W$ from the charge induced on the surface of the sphere, and explain the factor one half.}

\textbf{Solution.} The polarization of the silicon is
\begin{equation}
P=D-\varepsilon_0E=D-\frac{D}{\varepsilon}
=\left(1-\frac1\varepsilon\right)\frac{q}{4\pi r^2}.
\end{equation}
At the outer surface the normal points outward, so the bound surface charge density is $\sigma=P(R)$. The total bound charge there is
\begin{equation}
Q_{\rm s}=4\pi R^2P(R)=q\left(1-\frac1\varepsilon\right).
\end{equation}
It has the same sign as $q$. The compensating bound charge $-Q_{\rm s}$ sits around the ion and reduces the charge seen inside the silicon to $q/\varepsilon$. That inner charge is present in both systems. In infinite silicon the outer charge has moved to infinity, where its potential vanishes.

The surface charge of the finite sphere produces at the centre the potential
\begin{equation}
\phi_{\rm s}=\frac{Q_{\rm s}}{4\pi\varepsilon_0R}
=\frac{q}{4\pi\varepsilon_0R}\left(1-\frac1\varepsilon\right).
\end{equation}
While the ion is being charged, this potential grows in proportion to the charge already present. The work is therefore
\begin{equation}
\int_0^1\lambda\phi_{\rm s}\,q\,d\lambda=\frac12q\phi_{\rm s}=W,
\end{equation}
in agreement with (\ref{eq:W}). The full product $q\phi_{\rm s}$ would be the work if the surface charge had been in place from the start. A uniformly charged spherical surface gives a constant potential inside, which is another way to see why the radial extent of the added charge does not matter.

\section*{(e) A donor ion in a nanocrystal}

\textit{Evaluate $W$ for an ionized phosphorus donor, $q=+e$, at the centre of a silicon nanocrystal with $R=2.00$ nm and $\varepsilon=11.7$. How definite is the radius, and how strong are the fields?}

\textbf{Solution.} With $e^2/(4\pi\varepsilon_0)=1.440$ eV\,nm and $1-1/11.7=0.9145$,
\begin{equation}
W=\frac{1.440\ {\rm eV\,nm}}{2\times2.00\ {\rm nm}}\times0.9145
=0.329\ {\rm eV},
\end{equation}
or $5.3\times10^{-20}$ J. In terms of field energy, the space beyond $R$ holds 0.3600 eV when it is vacuum and 0.0308 eV when it is silicon; the difference is $W$. A direct numerical solution of Poisson's equation for both systems gives 0.3292 eV, the same as the formula to the digits shown. This supports the electrostatics, not the use of a continuum for a crystal of about 1700 atoms.

At fixed $\varepsilon$, the energy is 0.658 eV for $R=1$ nm, 0.165 eV for 4 nm and 0.066 eV for 10 nm. It falls to the thermal energy at 300 K, 0.0259 eV, at a radius of 25.5 nm.

The surface of a crystal is not sharp on the scale of a bond, here 0.235 nm. Shifting the dielectric radius inward or outward by half a bond changes $W$ to 0.350 or 0.311 eV, about 6\% either way. For small shifts this follows from $W\propto1/R$, since $\delta W/W\simeq-\delta R/R$. The second decimal of $W$ in eV is thus already uncertain.

The permittivity matters much less if it changes equally in both systems. Differentiating (\ref{eq:W}) gives
\begin{equation}
\frac{\delta W}{W}=\frac{\delta\varepsilon/\varepsilon^2}{1-1/\varepsilon}
=\frac{1}{\varepsilon-1}\,\frac{\delta\varepsilon}{\varepsilon}.
\end{equation}
A rise of $\varepsilon$ by 1\%, such as moderate heating may cause, raises $W$ by $1\%/10.7\simeq0.09\%$.

From (\ref{eq:E}), the field just outside the surface is $1.440/2.00^2=0.360$ V/nm, or 3.6 MV/cm. Just inside it is smaller by the factor 11.7, which gives 0.31 MV/cm. This is comparable with the rough breakdown field of bulk silicon. Closer to the ion the field grows as $1/r^2$ and reaches 22 MV/cm at one bond length, so linear response is an assumption there. A local, isotropic departure from it that is confined within $R$ and is the same in both systems would still cancel in $W$, because $D$ is the same. Avalanche breakdown also requires a carrier to gain enough energy. Between one bond length from the ion and the surface, the potential drops by
\begin{equation}
\frac{1.440}{11.7}\left(\frac1{0.2351}-\frac1{2.00}\right){\rm V}=0.46\ {\rm V}.
\end{equation}
An electron crossing this region gains 0.46 eV, less than the bulk gap of roughly 1.1 eV, so this drop alone does not supply the energy for creating an electron--hole pair.

\section*{(f) Oxide, weaker screening and an off-centre ion}

\textit{Generalize $W$ to a layered sphere. Then estimate the effect of an oxide shell, of weaker screening inside the crystal, and of a donor one bond length away from the centre.}

\textbf{Solution.} Let $\varepsilon_{\rm b}$ be the permittivity of bulk silicon. Subtracting the bulk value of (\ref{eq:U}) from that for a general profile gives
\begin{equation}
W=\frac{q^2}{8\pi\varepsilon_0}\int_0^\infty
\left[\frac1{\varepsilon(r)}-\frac1{\varepsilon_{\rm b}}\right]\frac{dr}{r^2},
\label{eq:layers}
\end{equation}
provided that $\varepsilon(r)=\varepsilon_{\rm b}$ close to the ion, so that the integral converges. A layer from $r_1$ to $r_2$ contributes its bracket times $1/r_1-1/r_2$.

\textit{Oxide.} Keep the silicon radius at 2 nm and add a 1 nm shell of permittivity 3.9. Then
\begin{align}
W_{\rm ox}&=0.720\left[\left(\frac1{3.9}-\frac1{11.7}\right)\left(\frac12-\frac13\right)+\frac{0.9145}{3}\right]{\rm eV}\nonumber\\
&=0.720\,(0.0285+0.3048)\ {\rm eV}=0.240\ {\rm eV}.
\end{align}
The oxide takes over part of the polarization that vacuum cannot provide, and $W$ falls by 27\% relative to the bare sphere.

\textit{Weaker screening.} Suppose that the nanocrystal has permittivity 10 instead of 11.7 from one bond length out to the surface, while the bulk reference is unchanged. Now
\begin{align}
W_{\rm weak}&=0.720\left[\left(\frac1{10}-\frac1{11.7}\right)\left(\frac1{0.2351}-\frac12\right)+\frac{0.9145}{2}\right]{\rm eV}\nonumber\\
&=0.720\,(0.0545+0.4573)\ {\rm eV}=0.368\ {\rm eV},
\end{align}
which is 12\% above the original value. Putting $\varepsilon=10$ into (\ref{eq:W}) would instead give 0.324 eV, a small decrease. That substitution changes the reference crystal too, and misses the interior energy that no longer cancels. The factor $1/r^2$ gives the region near the ion a large weight, so the assumption of equal interiors is a demanding one. For the same reason the 12\% depends on where the weaker screening is assumed to begin: it becomes 20\% from 0.15 nm and 6\% from 0.4 nm. If instead the loss is confined to a surface layer one or two bonds thick, with the same average permittivity of 10, $W$ rises by only about 1\%.

\textit{Off-centre ion.} Place the charge at distance $s<R$ from the centre, and measure the angle $\theta$ from the line through the centre and the charge. For $s<r<R$ the potential in the silicon is
\begin{equation}
\phi_{\rm in}=\frac{q}{4\pi\varepsilon_0}\sum_{l=0}^\infty
\left[\frac{s^l}{\varepsilon r^{l+1}}+A_lr^l\right]P_l(\cos\theta),
\end{equation}
where the first term is the Legendre expansion of the potential in infinite silicon and the second is due to the surface. Outside,
\begin{equation}
\phi_{\rm out}=\frac{q}{4\pi\varepsilon_0}\sum_{l=0}^\infty\frac{B_l}{r^{l+1}}P_l(\cos\theta).
\end{equation}
The Legendre polynomials are independent, so the boundary conditions hold for each $l$. Continuity of $\phi$ at $R$, multiplied by $R^{l+1}$, and continuity of $\varepsilon\,\partial\phi/\partial r$, multiplied by $R^{l+2}$, give
\begin{align}
B_l&=\frac{s^l}{\varepsilon}+A_lR^{2l+1},\\
-(l+1)s^l+\varepsilon l\,A_lR^{2l+1}&=-(l+1)B_l.
\end{align}
Inserting the first equation into the second and collecting $A_l$,
\begin{equation}
(\varepsilon l+l+1)A_lR^{2l+1}=(l+1)s^l\left(1-\frac1\varepsilon\right).
\end{equation}
The energy is again half the charge times the surface potential at the charge, where $r=s$ and $P_l(1)=1$:
\begin{equation}
W(s)=\frac{q^2}{8\pi\varepsilon_0R}\sum_{l=0}^\infty
\frac{(\varepsilon-1)(l+1)}{\varepsilon(\varepsilon l+l+1)}
\left(\frac sR\right)^{2l}.
\label{eq:off}
\end{equation}
The term $l=0$ is (\ref{eq:W}). For $\varepsilon>1$ all further terms are positive, so the centre is the position of lowest polarization energy. To leading order in $s/R$,
\begin{equation}
\frac{W(s)}{W(0)}\simeq1+\frac{2}{\varepsilon+2}\left(\frac sR\right)^2.
\end{equation}
For $s=0.2351$ nm the correction is $(2/13.7)(0.2351/2.00)^2=0.0020$, or 0.2\%. A donor near the centre is well described by the central formula. Near the surface it is not: the sum (\ref{eq:off}) diverges as $s\to R$, and the sharp continuum boundary ceases to be meaningful within about a bond length of the surface.

\section*{(g) Correcting a calculated defect energy}

\textit{How is $W$ used to approach the bulk limit, and what does it leave uncorrected?}

\textbf{Solution.} Let $E_{\rm cl}(q)$ be the energy of the cluster with the defect in charge state $q$, minus the energy of the same neutral cluster without the defect. $E_{\rm bulk}(q)$ is the corresponding difference for the infinite crystal. Any atoms or electrons added or removed are counted at the same reference energies in both. A real surface can carry a dipole layer that shifts the whole inner potential by $\Delta$ relative to the bulk reference. If other size effects are negligible,
\begin{equation}
E_{\rm cl}(q)=E_{\rm bulk}(q)+W(q)+q\Delta.
\end{equation}
The bulk energy is thus obtained by subtracting both $W$ and the alignment term $q\Delta$. The latter is linear in $q$ and cancels in a symmetric combination:
\begin{align}
&E_{\rm cl}(q)+E_{\rm cl}(-q)-2E_{\rm cl}(0)\nonumber\\
&\quad=E_{\rm bulk}(q)+E_{\rm bulk}(-q)-2E_{\rm bulk}(0)+2W(q),
\end{align}
since $W(-q)=W(q)$ and $W(0)=0$.

Because $W\propto q^2$, a doubly charged ion in the 2 nm sphere has $W=4\times0.3292=1.317$ eV. The second unit of charge alone costs $1.317-0.329=0.988$ eV, three times the first. One common shift for all charge states would therefore be wrong.

The neutral donor needs separate care, since its electron is confined by the crystal. For a hard-walled sphere, the lowest radial function is $u(r)=r\psi(r)\propto\sin(\pi r/R)$, which vanishes at $0$ and $R$. From $-(\hbar^2/2m)u''=\mathcal E u$ its energy is
\begin{equation}
\mathcal E=\frac{\hbar^2\pi^2}{2mR^2}.
\end{equation}
The conduction valleys of silicon are anisotropic, with rough masses $0.92\,m_e$ along the valley axis and $0.19\,m_e$ across it. In a spherical state the mean square momentum is the same along all three axes. The kinetic energy along each axis is then proportional to the inverse mass for that axis, so the inverse masses are averaged:
\begin{equation}
\frac{m_e}{m}=\frac13\left(\frac1{0.92}+\frac2{0.19}\right),\qquad m=0.258\,m_e.
\end{equation}
This gives $\mathcal E=0.36$ eV for $R=2$ nm. The true anisotropic ground state in the same well cannot lie higher, because the spherical function is a variational trial state for it. The estimate omits the attraction of the donor. This is stronger in the small sphere than in the bulk, where the electron is spread more widely, so it offsets part of the rise. An effective mass is itself rough at this size.

With a hard wall the kinetic energy alone is as large as $W$. A real surface is a finite barrier: a step of about 4 eV to vacuum, with the free-electron mass outside, lowers it to about 0.25 eV, below $W$ but of the same order. The net effect of confinement is smaller, but it too acts against $W$ in the energy needed to take the electron to rest in the vacuum: $W$ raises the energy of the ion left behind, while confinement raises that of the neutral starting state. Nor does a defect level measured from the cluster's own band edge simply shift by $W$, since a carrier at that edge has polarization and confinement energies of its own.

For real phosphorus-doped nanocrystals, a radius of 2 nm and a permittivity of 10 to 12 are reasonable rough values. The assumption most plainly broken is the bare surface: silicon exposed to air oxidizes, and crystals in a film or liquid have polarizable surroundings. For the 1 nm oxide shell considered here, added at fixed silicon radius (oxide grown at the expense of the silicon lowers $W$ less), this moves $W$ from 0.33 to 0.24 eV, more than the radius uncertainty or the assumed loss of interior screening. These are model energies, not measured level shifts.

Finally, $W$ belongs to an isolated cluster. In a periodic supercell with a uniform neutralizing background, the net added charge in each cell is zero, and the displacement is no longer $q/(4\pi r^2)$ out to infinity. The derivation then fails at its first step, and the correction must be found from the periodic boundary conditions. The main values used above are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
e^2/(4 pi eps0) = 1.43996 eV nm
sphere radius R = 2.00 nm
relative permittivity of Si = 11.7
lattice parameter = 0.543 nm
Si-Si bond length = 0.2351 nm
atoms in the sphere = 1674
MAIN RESULT, q = +e
factor 1 - 1/eps = 0.9145
W from formula = 0.3292 eV
W from formula = 5.275 x 1e-20 J
W from numerical Poisson solution = 0.3292 eV
field energy beyond R, vacuum = 0.3600 eV
field energy beyond R, bulk Si = 0.0308 eV
bound surface charge = 0.9145 e
its potential at the centre = 0.6584 V
SCALING
W at R = 1 nm: 0.6584 eV
W at R = 2 nm: 0.3292 eV
W at R = 4 nm: 0.1646 eV
W at R = 10 nm: 0.0658 eV
W for q = 2e, R = 2 nm: 1.3169 eV
cost of the second unit charge = 0.9877 eV
kT at 300 K = 0.02585 eV
radius where W = kT at 300 K: 25.5 nm
NEGLECTED EFFECTS, R = 2 nm, q = +e
W, radius smaller by half a bond = 0.3498 eV
W, radius larger by half a bond = 0.3109 eV
oxide: thickness 1.0 nm, permittivity 3.9
W with oxide shell = 0.2400 eV
change by oxide shell = -27.1 %
reduced interior permittivity = 10.0
W with reduced interior screening = 0.3685 eV
change by reduced screening = 11.9 %
W, donor one bond off centre = 0.3299 eV
change by off-centre site = 0.20 %
change of W if eps rises 1 % = 0.093 %
field just inside surface = 0.308 MV/cm
field just outside surface = 3.600 MV/cm
potential drop, one bond to surface = 0.462 V
masses, long. and trans. = 0.92, 0.19 m_e
mass from averaged inverse = 0.258 m_e
hard-wall confinement energy = 0.364 eV
\end{verbatim}
